Hydrogen Shells on the Three-Sphere: Fock's Projection and SU(2) Matrix Elements

Whoever expands a one-centre orbital in hydrogen-like momentum functions must decide whether all basis functions share one momentum scale p0 or each shell has its own. On a sphere with fixed p0, the functions derived below form a complete discrete set. Giving shell n the scale p0 = Z/n turns them into the hydrogen eigenstates, but the bound eigenstates alone are not complete: every state in their span has negative mean energy, whereas a strongly contracted wave packet has positive mean energy, since its kinetic energy grows as the square of the contraction factor and its attraction only linearly. The choice is therefore between a complete discrete set and eigenstates of one nuclear charge.

**From momentum space to the sphere**

Take one spinless electron in the potential −Z/r of a fixed nucleus, in Hartree atomic units, with E = −p0²/2 < 0 and p0 > 0. With the Fourier kernel (2π)^(−3/2) exp(−ip·r), the potential becomes a convolution with −Z/(2π²|p−q|²). Doubling the Schrödinger equation gives

(p² + p0²) φ(p) = (Z/π²) ∫ φ(q)/|p−q|² d³q.

Write A_p = p² + p0² and define a point u = (u0, **u**) on the unit sphere S³ in four dimensions by

p = p0 tan(χ/2), u0 = cos χ = (p0² − p²)/A_p, **u** = sin χ p̂ = 2p0 **p**/A_p.

Zero momentum is the pole u0 = 1 and infinite momentum the opposite pole. Differentiation gives dχ = (2p0/A_p) dp, while an angular displacement p dθ becomes sin χ dθ = (2p0/A_p) p dθ. All lengths are stretched by the same factor, so

dΩ = (2p0/A_p)³ d³p.

For a second point v belonging to q,

u·v = [(p0² − p²)(p0² − q²) + 4p0² p·q]/(A_p A_q).

Since A_p A_q − (p0² − p²)(p0² − q²) = 2p0²(p² + q²), the squared chord is

|u−v|² = 2 − 2u·v = 4p0²|p−q|²/(A_p A_q).

Now set Ψ(u) = A_p² φ(p)/(4p0^(5/2)). The two ingredients of the integral become

φ(q) d³q = 4p0^(5/2) A_q Ψ(v) dΩ_v/(8p0³),
1/|p−q|² = 4p0²/(A_p A_q |u−v|²).

The factors A_q cancel. The left side is 4p0^(5/2) Ψ(u)/A_p, and dividing by its prefactor leaves

Ψ(u) = (Z/(2π²p0)) ∫ Ψ(v)/|u−v|² dΩ_v. (1)

The same substitutions give two norms:

∫|Ψ|² dΩ = (1/(2p0²)) ∫ A_p|φ|² d³p,
∫|φ|² d³p = ∫ (1+u0)|Ψ|² dΩ. (2)

The first shows that Ψ is square integrable when φ is normalisable with finite kinetic energy, which is assumed. The second uses 1 + u0 = 2p0²/A_p.

The cancellation relies on the form of the Coulomb kernel. A screened kernel 1/(|p−q|² + μ²) with μ ≠ 0 does not become a common factor times a function of the chord, because |p−q|² carries the momentum-dependent product A_p A_q. For E ≥ 0 there is no real positive p0, and this projection is unavailable.

**First derivation: the sphere as a group**

Identify u with the SU(2) matrix

U = u0 − i**u**·σ = exp(−iχ p̂·σ).

In the spin-j representation this is D^j(U) = exp(−2iχ p̂·J); the rotation angle is 2χ. If V belongs to v, then Tr(UV†) = 2u·v, so |u−v|² = 2 − Tr(UV†). Multiplying U and V by a common group element, on the left or on the right, leaves the chord and dΩ unchanged. These two SU(2) actions generate the rotations SO(4) of the sphere.

Put W = UV†, so that V = W⁻¹U, and let K(W) = 1/(2 − Tr W). Then

∫ K(UV†) D^j(V) dΩ_v = [∫ K(W) D^j(W⁻¹) dΩ_w] D^j(U).

K depends only on the trace, so the bracket commutes with every D^j(g). By Schur's lemma it is a number λ times the unit matrix. Let n = 2j + 1. The trace of D^j is Σ_μ exp(−2iχμ) = sin nχ/sin χ, and dΩ integrates over directions to 4π sin²χ dχ. Taking the trace of the bracket,

nλ = 4π ∫₀^π sin²χ · [1/(2(1−cos χ))] · (sin nχ/sin χ) dχ
 = 2π ∫₀^π cot(χ/2) sin nχ dχ.

To evaluate this, use 2 sin(χ/2) cos kχ = sin((k+½)χ) − sin((k−½)χ). The sum over k telescopes:

sin(χ/2)[1 + 2Σ_{k=1}^{n−1} cos kχ + cos nχ]
 = sin((n−½)χ) + sin(χ/2) cos nχ
 = cos(χ/2) sin nχ.

Hence cot(χ/2) sin nχ equals the square bracket, whose integral is π, and

λ = 2π²/n.

By the Peter–Weyl theorem the elements D^j_{m'm}, j = 0, ½, 1, ..., are a complete orthogonal set on S³. Each expansion coefficient c of a solution of (1) satisfies c[1 − Z/(np0)] = 0. A nonzero solution therefore requires

p0 = Z/n, E = −Z²/(2n²), n = 1, 2, 3, ...,

and only j = (n−1)/2 survives. Shell n is A_p^(−2) times the span of the n² functions D^j_{m'm}(U). The weight A_p^(−2) belongs to the statement, and so does the change of p0 from shell to shell.

For normalisation, the area of S³ is 2π² and Schur orthogonality gives ∫|D^j_{m'm}|² dΩ = 2π²/n. Changing u to −u multiplies D^j by (−1)^(2j). The product of two functions of one shell is thus even, and the u0 term in (2) integrates to zero. Inner products within a shell are the same in momentum space and on the sphere, so √(n/(2π²)) D^j_{m'm} gives a normalised φ.

**Coupling to orbital angular momentum**

A spatial rotation of p acts as U → gUg⁻¹. To form states of definite l and m, start from J₊^l, which is nonzero for l ≤ 2j and obeys [J_z, J₊^l] = lJ₊^l and [J₊, J₊^l] = 0. It is the top of a multiplet, lowered by

[J₋, T^l_m] = √(l(l+1) − m(m−1)) T^l_{m−1}.

Normalise by Tr(T†T) = 1. Since Σ_{l=0}^{n−1}(2l+1) = n², these tensors form an orthonormal basis of all n×n matrices. Moving g from D^j onto T^l_m by cyclicity of the trace shows that Tr[T^l_m D^j(U)] transforms as Y_lm(p̂). For p̂ along z only m = 0 survives, so

Tr[T^l_m D^j(U)] = f(χ) Y_lm(p̂).

The form of f follows from two facts. First, D^j acts on products of 2j spinor components, so its elements are homogeneous polynomials of degree n−1 in u. The part with angular dependence Y_lm is |**u**|^l Y_lm times a polynomial in u0 and |**u**|². On the sphere, with x = cos χ, this means f = sin^lχ q(x) with q of degree at most k = n−l−1. Secondly, functions of different n are orthogonal on S³. At fixed l the measure sin²χ sin^(2l)χ dχ becomes the weight

w_l = (1−x²)^(l+1/2)

on −1 ≤ x ≤ 1. Taking n = l+1, l+2, ... in turn, each nonzero q is orthogonal to all polynomials of lower degree. This identifies q, up to a factor, as the Gegenbauer polynomial C^{l+1}_k.

Its norm follows from the operator

L_l q = (1/w_l)(w_{l+1} q')' = (1−x²)q'' − (2l+3)x q'.

It is symmetric with weight w_l and does not raise the degree, so L_l q is again orthogonal to all lower polynomials and proportional to q. The leading coefficient gives

L_l q = −k(k+2l+2) q = −[n² − (l+1)²] q.

Integrating by parts, with vanishing boundary terms,

∫ w_{l+1} q_n' q_m' dx = −∫ w_l q_m L_l q_n dx = [n² − (l+1)²] ∫ w_l q_m q_n dx.

Derivatives of the polynomials for l are thus orthogonal polynomials for l+1. Begin at l = 0 with S_{n−1}(x) = sin nχ/sin χ, for which ∫ w_0 S² dx = ∫₀^π sin²nχ dχ = π/2. After l derivatives the squared norm is

(π/2) Π_{s=1}^{l}(n² − s²) = (π/2)(n+l)!/[n(n−l−1)!].

In the customary normalisation, C^{l+1}_{n−l−1} = (2^l l!)⁻¹ d^l S_{n−1}/dx^l. The factor that normalises sin^lχ C^{l+1}_{n−l−1} Y_lm on S³ is therefore

N_nl = 2^l l! √{2n(n−l−1)!/[π(n+l)!]}.

The phases remain. Fix the sign of T^l_m by Tr(T^l_0 J_z^l) > 0. This trace cannot vanish, because the independent powers 1, J_z, ..., J_z^l lie in the span of T^0_0, ..., T^l_0, and the lower powers already fill the span with ranks below l. The first nonzero term at small χ for p̂ along z is

Tr[T^l_0 D^j] ≈ (−2iχ)^l Tr(T^l_0 J_z^l)/l!.

The Gegenbauer polynomial is positive at x = 1, since its leading coefficient is positive and its zeros lie inside the interval. The trace thus carries the phase (−i)^l, which is also the phase of the Fourier transform of a real radial function times Y_lm.

One sign depends on the convention that the position-space radial function R is positive near r = 0. At small p its Bessel transform has the sign of ∫ r^(l+2) R dr. With ρ = 2p0r, R is proportional to ρ^l e^(−ρ/2) L_k^(2l+1)(ρ). Using the Laguerre generating function Σ_k t^k L_k^(2l+1)(ρ) = (1−t)^(−2l−2) exp[−ρt/(1−t)], the integrals have the generating function

Σ_k t^k ∫₀^∞ ρ^(2l+2)e^(−ρ/2)L_k^(2l+1) dρ
 = (2l+2)! 2^(2l+3) (1−t)/(1+t)^(2l+3).

Replacing t by −t makes all coefficients positive, so the original coefficient has sign (−1)^k. The complete result is

φ_nlm = (−1)^(n−l−1) [4p0^(5/2)/A_p²] √(n/(2π²)) Tr[T^l_m D^j(U)]
 = (−i)^l F_nl(p) Y_lm(p̂),

F_nl = (−1)^(n−l−1) [4p0^(5/2)/A_p²] N_nl sin^lχ C^{l+1}_{n−l−1}(cos χ). (3)

For n = 1, D⁰ = 1 and φ_1s = 2√2 Z^(5/2)/[π(p²+Z²)²]. In general sin χ is proportional to p at small p and to 1/p at large p. Hence F_nl starts as p^l, the centrifugal suppression, and falls as p^(−4−l).

**Second derivation: harmonic polynomials in four dimensions**

Equation (1) can also be solved as an electrostatics problem in R⁴. Let H be a homogeneous harmonic polynomial of degree k = n−1, and consider the potential of a surface charge H on the unit sphere,

Φ(y) = ∫ H(v)/|y−v|² dΩ_v.

The function 1/ρ² is harmonic away from the origin. Its outward flux through a sphere of radius ρ is (−2/ρ³)(2π²ρ³) = −4π², so the radial derivative of Φ jumps by −4π²H across the charged surface. Try

Φ = aρ^k H(ŷ) for ρ < 1, Φ = aρ^(−k−2) H(ŷ) for ρ > 1.

Both pieces are harmonic and match at ρ = 1. The jump condition is a(−k−2) − ak = −4π², hence

a = 2π²/(k+1) = 2π²/n.

The trial function is the potential itself, since their difference is harmonic everywhere and vanishes at infinity, and so is zero. On the sphere Φ = (2π²/n)H, and (1) again requires p0 = Z/n.

The harmonic polynomials are sufficient for all solutions. On polynomials P_k of degree k use the inner product obtained by replacing the variables of the first, conjugated polynomial by derivatives and applying it to the second. Monomials are orthogonal with positive norm, and multiplication by ρ² is the adjoint of the Laplacian. The orthogonal complement of ρ²P_{k−2} in P_k is thus the harmonic space H_k, and

dim H_k = [(k+3)(k+2)(k+1) − (k+1)k(k−1)]/6 = (k+1)² = n².

Repeating the split, and setting ρ = 1, writes every polynomial on S³ as a sum of harmonic ones. Polynomials are dense in the continuous functions by the Stone–Weierstrass theorem, hence in the square-integrable ones. Different degrees are orthogonal because the symmetric kernel has different eigenvalues on them.

It remains to find the D^j elements in this space. For constant spinors ξ and η, the expansion of (ηᵀUξ)^(2j) generates all of them, up to nonzero factors. Here ηᵀUξ = c·u, with M = ξηᵀ, c_0 = Tr M and c_i = −i Tr(σ_i M). Therefore

c·c = (Tr M)² − Σ_i(Tr σ_i M)² = 4 det M = 0,

because M has rank one. It follows that

∇²(c·u)^k = k(k−1)(c·c)(c·u)^(k−2) = 0.

All n² elements are harmonic. They are nonzero polynomials, and multiplying U on the left and right by diagonal phase matrices gives each its own pair of phases, labelled by m' and m. They are thus independent and fill H_{n−1}.

The radial functions now come from a differential equation. Since ρ^(n−1)Ψ is harmonic, and ρ⁻³∂_ρ(ρ³∂_ρ ρ^(n−1)) = (n²−1)ρ^(n−3), the Laplacian on S³ gives −(n²−1)Ψ. For Ψ = g(χ)Y_lm this reads

(1/sin²χ)(sin²χ g')' − l(l+1)g/sin²χ = −(n²−1)g.

Insert g = sin^lχ q(x), with dx/dχ = −sin χ. The left side becomes

sin^lχ [(1−x²)q'' − (2l+3)x q' − l(l+2)q],

so that

L_l q = −[n² − (l+1)²]q = −k'(k'+2l+2)q, k' = n−l−1.

L_l acts triangularly on powers of x with distinct diagonal values, so there is one polynomial solution up to a factor, of degree k'. It is C^{l+1}_{n−l−1}, and it has definite parity. The extension |**u**|^l Y_lm ρ^(k') q(u0/ρ) is thus a polynomial, and the n² choices of l and m fill the shell. The norm and phases are fixed as before, giving (3).

**A point in the third shell**

Let Z = 1, n = 3 and **p** = (0.1, 0.2, 0.2) ħ/a0. Then j = 1, p0 = 1/3 ħ/a0 and E = −1/18 = −0.0556 hartree, or −1.512 eV. With |p| = 0.3 ħ/a0,

A_p = 0.09 + 0.11111 = 0.20111,
u0 = (0.11111 − 0.09)/0.20111 = 0.10497,

and χ = 83.97°. The character is sin 3χ/sin χ = 4u0² − 1 = −0.9559, equal to the sum of the diagonal elements of D¹.

The common prefactor is 4p0^(5/2)/A_p² = 6.344. Equation (3) gives, in units of a0^(3/2),

F_3s = 6.344 √(2/π) (4u0² − 1) = −4.839,
F_3p = −6.344 (1/√π) sin χ (4u0) = −1.495,
F_3d = 6.344 · 8/√(20π) · sin²χ = 6.332.

Bessel transforms of the position-space functions give the same values. The 3p amplitude is small because C²_1 = 4u0 vanishes at p = p0, and this point lies close to that node.

The density summed over the shell has no direction dependence. The tensors are an orthonormal basis and D^j is unitary, so Σ_lm|Tr(T^l_m D^j)|² = Tr(D^j†D^j) = n and

Σ_lm|φ_nlm|² = 8n²p0⁵/(π²A_p⁴).

This is 18.35 a0³ here. Summing the orbitals separately, with Σ_m|Y_lm|² = (2l+1)/(4π), gives

[4.839² + 3(1.495²) + 5(6.332²)]/(4π) = 18.35 a0³.

A single diagonal element D¹_mm is not a state of definite l. Expanding the projector on spin state m in tensors gives it the share |(T^l_0)_mm|² of orbital l. For spin one the diagonals are

T^0_0: (1, 1, 1)/√3,
T^1_0: (1, 0, −1)/√2,
T^2_0: (1, −2, 1)/√6.

Thus D¹_00 contains 3s, 3p and 3d with shares 1/3, 0 and 2/3, while D¹_11 has 1/3, 1/2 and 1/6. Momentum-space overlaps confirm both sets, as the numerical output shows.

**What each derivation assumes**

Both start from equation (1), with its Coulomb kernel and E < 0, and take the kinetic energy to be finite. That each shell has its own scale p0 for a given Z is a result of both, not an assumption. They part after equation (1).

The group derivation assumes Schur's lemma and the Peter–Weyl theorem. The D^j elements are there from the start, and the eigenvalue is an integral over a character. Rotational coupling and orthogonality then identify the Gegenbauer polynomials, and the differential operator L_l serves only to find their norm.

The harmonic derivation assumes the uniqueness of a decaying harmonic function and the density of polynomials. Its eigenvalue is a jump condition, and the degeneracy n² is a count of polynomials. The D^j elements must then be shown to be harmonic and independent. The radial functions were found here from a differential equation, but the orthogonality argument of the first derivation would also serve, since harmonic polynomials of different degree are orthogonal on the sphere.

For a basis with one fixed p0, either completeness argument applies unchanged, since neither uses the value of p0. Two properties are lost. The functions are no longer eigenstates for one nuclear charge: on a fixed sphere, shell n solves the Coulomb problem with charge Z = np0. Neighbouring shells are also no longer orthogonal in momentum space, because the u0 term in (2) couples n to n ± 1 at equal l and m. For normalised s functions with the phases of (3), this overlap is −1/2. A calculation that keeps p0 fixed and seeks the energies therefore needs an overlap matrix. If p0 is instead tied to the energy sought by E = −p0²/2, the operator p² + p0² appears as a whole. By the first norm in (2) its matrix is 2p0² times the unit matrix, so no overlap matrix is needed, and p0 is varied until the secular determinant vanishes, which gives the energy.

Computed results

```
Tests on shells n = 1..4
n=1: kernel eigenvalue = 19.739209, Z/p0 from integral equation = 1.00000000
n=2: kernel eigenvalue = 9.869604, Z/p0 from integral equation = 2.00000000
n=3: kernel eigenvalue = 6.579736, Z/p0 from integral equation = 3.00000000
n=4: kernel eigenvalue = 4.934802, Z/p0 from integral equation = 4.00000000
largest relative residual of integral eq. = 1.5e-14
largest error of Gram matrix = 1.7e-14
nuclear charge in state comparison = 1.7
largest state difference (a0^1.5) = 2.5e-14
Worked example
Z = 1, n = 3, j = 1, states = 9
p0 = 0.333333 hbar/a0
E = -0.055556 hartree = -1.5117 eV
p = (0.1, 0.2, 0.2) hbar/a0
|p| = 0.3000 hbar/a0
chi = 1.465630 rad = 83.974 degrees
u0,ux,uy,uz = 0.104972, 0.331492, 0.662983, 0.662983
D^1 row m'=+1: -0.42853-0.13919i, -0.40923+0.57240i, +0.32966+0.43955i
D^1 row m'= 0: -0.21238-0.67082i, -0.09887+0.00000i, +0.21238-0.67082i
D^1 row m'=-1: +0.32966-0.43955i, +0.40923+0.57240i, -0.42853+0.13919i
character Tr D^1 = -0.955923
F_3s: Gegenbauer -4.83891271, Bessel -4.83891271 a0^1.5
F_3p: Gegenbauer -1.49464734, Bessel -1.49464734 a0^1.5
F_3d: Gegenbauer 6.33246265, Bessel 6.33246265 a0^1.5
shell density, sum of states = 18.351950 a0^3
shell density, closed form = 18.351950 a0^3
D_00 shares of 3s, 3p, 3d = 0.333333, 0.000000, 0.666667
D_11 shares of 3s, 3p, 3d = 0.333333, 0.500000, 0.166667
```
